# The Persson scheme: aqueous ions on a computed energy scale

Whether a solid is thermodynamically stable against dissolution in water depends on the free energies of the solid and of the ions it can form. Electronic-structure calculations supply the energies of solids readily, while ion free energies are tabulated from experiment. The Persson scheme joins the two sets by means of a reference solid, whose energy is known in both. This problem constructs the scheme and finds what it does to dissolution energies.

**Conventions.** Energies are standard Gibbs energies in eV per formula unit. The formation energy of species $p$ from the elements is $g_p^{\rm x}$ in the experimental tables and $g_p^{\rm c}$ on the computed scale. H$^+$ and the electron have formation energy zero, which is the standard hydrogen scale. The number of atoms of element $X$ in $p$ is $n_{pX}$, and $q_p$ is its charge in units of $e$. The letter $A$ denotes any element other than O and H. For a solid $t$, define
$$\delta_t=g_t^{\rm c}-g_t^{\rm x}.$$
If a computed energy without thermal terms stands in for the Gibbs energy of the solid, the missing terms are part of $\delta_t$. Water keeps its experimental formation energy $g_w$ on both scales.

One formula unit of $t$ dissolves as
$$t\;\to\;\sum_i\nu_i\,i+\nu_w\,{\rm H_2O}+\nu_{\rm H}\,{\rm H^+}+\nu_e\,e^- ,$$
where $i$ runs over ions containing some $A$. A negative coefficient means that the species is consumed.

## (a) A common energy scale

*A calculation gives a total energy $E_t$ for each solid and reference energies $E_X$ per atom for the elements. Put ions, water, H$^+$ and electrons on the same scale, and show that the $E_X$ drop out of the dissolution energy when it is written in formation energies.*

**Solution.** The computed formation energy of a solid is $g_t^{\rm c}=E_t-\sum_X n_{tX}E_X$. Turning this definition round for every species gives
$$E_t=g_t^{\rm c}+\sum_X n_{tX}E_X,\qquad E_i=g_i^{\rm c}+\sum_X n_{iX}E_X,$$
$$E_w=g_w+2E_{\rm H}+E_{\rm O},\qquad E_{{\rm H}^+}=E_{\rm H},\qquad E_{e}=0 .$$
The last two follow from the hydrogen scale: under standard conditions ${\rm H^+}+e^-$ is in equilibrium with $\tfrac12{\rm H_2}$, whose energy is $E_{\rm H}$. The energy of the proton and electron together is thereby fixed. How it is divided between them is a convention, provided the ions follow it: if the proton is raised by $c$ and the electron lowered by $c$, the energy of every ion $i$ must be raised by $q_ic$. The reaction energy then changes by $c\,(\sum_i\nu_iq_i+\nu_{\rm H}-\nu_e)$, which vanishes because charge is conserved. The tabulated ion energies used here belong to the choice $g_{{\rm H}^+}=0$.

The dissolution energy is products minus reactant:
$$\Delta G^{\rm c}=\sum_i\nu_iE_i+\nu_wE_w+\nu_{\rm H}E_{\rm H}-E_t .$$
Inserting the expressions above and collecting the coefficient of each reference energy,
$$\begin{aligned}\Delta G^{\rm c}={}&\sum_i\nu_ig_i^{\rm c}+\nu_wg_w-g_t^{\rm c}
+\sum_A E_A\Big(\sum_i\nu_in_{iA}-n_{tA}\Big)\\
&+E_{\rm O}\Big(\sum_i\nu_in_{i{\rm O}}+\nu_w-n_{t{\rm O}}\Big)
+E_{\rm H}\Big(\sum_i\nu_in_{i{\rm H}}+2\nu_w+\nu_{\rm H}-n_{t{\rm H}}\Big).\end{aligned}$$
Each bracket is the difference between the atoms of one element in the products and in the reactant, so it vanishes. Hence
$$\Delta G^{\rm c}=\sum_i\nu_ig_i^{\rm c}+\nu_wg_w-g_t^{\rm c}.$$
The experimental energy $\Delta G^{\rm x}$ has the same form with superscript x. If water takes part in the reaction, the cancellation needs it to be built from the same $E_{\rm O}$ and $E_{\rm H}$ as the formation energies of the solids.

## (b) The energy of an ion

*Choose for each element $A$ a reference solid $s(A)$ that contains no elements besides $A$, O and H. Find the ion energies $g_i^{\rm c}$ for which the reference solid dissolves with its tabulated energy. Is there any freedom left?*

**Solution.** Write $\Delta_i=g_i^{\rm c}-g_i^{\rm x}$ for the unknown shift. Subtracting the two dissolution energies removes the water term, because $g_w$ is common:
$$\Delta G^{\rm c}-\Delta G^{\rm x}=\sum_i\nu_i\Delta_i-\delta_t .$$
Let one formula unit of $s$ dissolve into a single kind of ion $i$ of the same element. Conservation of $A$ requires $\nu_in_{iA}=n_{sA}$, so $\nu_i=n_{sA}/n_{iA}$. The difference vanishes if
$$\frac{n_{sA}}{n_{iA}}\Delta_i-\delta_s=0
\quad\Longrightarrow\quad
\Delta_i=n_{iA}\lambda_A,\qquad \lambda_A=\frac{\delta_{s(A)}}{n_{sA}} .$$
This is one linear equation for one unknown, with a nonzero coefficient. Once the reference solid is chosen, no freedom remains.

An ion that contains several elements $A$ is formed from $n_{iA}/n_{sA}$ formula units of each reference solid. Requiring this joint dissolution to have its tabulated energy gives
$$g_i^{\rm c}=g_i^{\rm x}+\sum_A n_{iA}\lambda_A .$$
For an ion with a single element $A$, this is the Persson assignment. The quantity $\lambda_A$ is the error of the reference solid per atom of $A$. An ion with two atoms of $A$ is therefore shifted twice as much as an ion with one. The charge and the oxygen and hydrogen content of the ion do not enter.

## (c) The other solids

*With these ion energies, find the error of the dissolution energy for an arbitrary solid $t$ and arbitrary ions. Which dissolution energies are reproduced exactly?*

**Solution.** Insert the assignment into the difference found in (b) and exchange the order of the sums:
$$\varepsilon_t\equiv\Delta G^{\rm c}-\Delta G^{\rm x}
=\sum_A\lambda_A\sum_i\nu_in_{iA}-\delta_t .$$
The inner sum counts the atoms of $A$ in the ions. Since water, H$^+$ and electrons contain none, it equals $n_{tA}$. Therefore
$$\boxed{\;\varepsilon_t=\sum_A n_{tA}\lambda_A-\delta_t\;}$$
The ions have disappeared. A given solid has the same error whether it forms a simple cation, an oxyanion, a dimer or a mixture.

For a solid with one element $A$,
$$\varepsilon_t=n_{tA}\left(\frac{\delta_s}{n_{sA}}-\frac{\delta_t}{n_{tA}}\right).$$
The exact cases follow:

- The reference solid dissolves with its tabulated energy into every ion or mixture of ions of its element.
- Another solid of that element does so if and only if its computed energy has the same error per atom of $A$ as the reference.
- A solid with several elements does so if and only if $\delta_t=\sum_An_{tA}\lambda_A$.

A reaction that converts ions into other ions is exact too. Its error is $\sum_A\lambda_A$ times the change in the number of atoms of $A$ held by ions, and that change is zero.

Exact here means equal to the value obtained from the experimental table. An error in the table is reproduced as well. The result also requires that the computed energy used to find $\lambda_A$ be the one used for the solid in the reaction. The computed and tabulated energies of a solid should belong to the same crystal phase. Otherwise the energy difference between the phases becomes part of $\delta_t$; for a reference solid it cancels in its own dissolution but is passed on through $\lambda_A$ to the other solids. If a later correction changes the computed formation energy of a reference solid, the ions containing its element $A$ have to be aligned again.

## (d) What the remaining error means

*Identify a reaction without ions containing any $A$ that has the error $\varepsilon_t$. Then find what changes if another reference solid is chosen.*

**Solution.** Convert $t$ into the reference solids, with water, H$^+$ and electrons completing the balance:
$$t\;\to\;\sum_A\frac{n_{tA}}{n_{sA}}\,s(A)+\text{water, H}^+,e^- .$$
The experimental water term again cancels between the two scales. The error is
$$\sum_A\frac{n_{tA}}{n_{sA}}\delta_{s(A)}-\delta_t=\sum_An_{tA}\lambda_A-\delta_t=\varepsilon_t .$$
Dissolution can thus be divided into two steps: conversion to the reference solids, which carries the whole error, and dissolution of those solids, which carries none. The scheme turns the accuracy of a dissolution energy into the accuracy of a conversion between solids, in which water, H$^+$ and electrons may take part. A mixed oxide is exact only when its conversion into the reference solids is exact; having exact references for both metals is not enough.

If the reference for $A$ is changed from $s$ to $s'$, then $\varepsilon_t$ changes by $n_{tA}(\lambda_A'-\lambda_A)$. Per atom of $A$ this is the same for all solids of that element. The new choice moves all ions together relative to the solids and leaves reactions between solids unchanged. It cannot remove a difference in error per atom between two solids.

The pure element, in the phase that defines zero formation energy, is a special reference. Its formation energy is zero on both scales, so $\delta=0$ and $\lambda_A=0$. Using the unshifted experimental ion energies is therefore the same as choosing the element as reference.

## (e) Errors in water, oxygen and the metal

*Find the effect on $\varepsilon_t$ of (i) an error $w$ in the energy of water, (ii) a change $y$ in $E_{\rm O}$ at fixed solid energies, with water keeping its experimental formation energy, and (iii) a change $x$ in the computed energy per atom of the pure metal $A$.*

**Solution.** (i) Keep the ion energies of (b). Water enters the reaction with coefficient $\nu_w$, so the error gains $\nu_ww$. This spoils the exactness of the reference solid, and by an amount that depends on the ion formed. With the ion energies of (b), experimental water is thus a condition for the result in (c) whenever $\nu_w\neq0$. The ions can instead be aligned with the wrong water included, by solving $\nu_i\Delta_i+\nu_ww-\delta_s=0$ with $\nu_w=n_{s{\rm O}}-\nu_in_{i{\rm O}}$. The shift then gains the term $(n_{i{\rm O}}-n_{iA}n_{s{\rm O}}/n_{sA})\,w$, which depends on the oxygen content of the ion. The reference is exact again, and the errors of the other solids change as in (ii) below with $y=w$.

(ii) For fixed $E_t$, each $g_t^{\rm c}$ changes by $-n_{t{\rm O}}y$, and so does $\delta_t$. In particular $\lambda_A$ changes by $-(n_{s{\rm O}}/n_{sA})y$. For a solid with one element $A$,
$$\text{change of }\varepsilon_t=-n_{tA}\frac{n_{s{\rm O}}}{n_{sA}}y+n_{t{\rm O}}y
=n_{tA}\left(\frac{n_{t{\rm O}}}{n_{tA}}-\frac{n_{s{\rm O}}}{n_{sA}}\right)y .$$
The reference remains exact. Other solids are unaffected if they have the same ratio of oxygen to metal. Equal oxidation state is not sufficient: a hydroxide $A$(OH)$_2$ has a different ratio from the oxide $A$O.

(iii) The metal's energy also serves as $E_A$. A compound therefore has $\delta_t$ changed by $-n_{tA}x$. If the reference is a compound, $\lambda_A$ changes by $-x$, and for any compound the two changes cancel:
$$n_{tA}(-x)-(-n_{tA}x)=0 .$$
The metal itself keeps $\delta=0$, so the error of its dissolution changes by $-x$ per atom. An oxide reference thus removes an error of the metal's energy from the dissolution of oxides, but leaves it in the electrode potential of the metal.

## (f) The stability map

*At given pH and potential $U$ against the standard hydrogen electrode, $\mu_{{\rm H}^+}=-kT\ln10\,{\rm pH}$ and $\mu_e=-eU$. Ions have activities $a_i$, the same on both scales, and water has unit activity. How far do the phase boundaries move, and which phases can replace each other?*

**Solution.** For dissolution under these conditions,
$$\Delta G=\Delta G^\circ+kT\sum_i\nu_i\ln a_i-\nu_{\rm H}kT\ln10\;{\rm pH}-\nu_e eU ,$$
where $\Delta G^\circ$ is the standard energy treated so far. The added terms are the same on both scales, so the error is $\varepsilon_t$ at every pH, potential and ion activity. A boundary lies at $\Delta G=0$. Replacing $\Delta G^\circ$ by $\Delta G^\circ+\varepsilon_t$ moves it by
$$\Delta{\rm pH}=\frac{\varepsilon_t}{\nu_{\rm H}kT\ln10}\ \text{at fixed }U,\qquad
\Delta U=\frac{\varepsilon_t}{\nu_e e}\ \text{at fixed pH},$$
provided the coefficient in the denominator is nonzero.

For a map of one element, compare the free energies per atom of $A$. A phase $p$ is formed by
$$n_{pA}A+n_{p{\rm O}}{\rm H_2O}\to p+h_p{\rm H^+}+(h_p+q_p)e^-,\qquad h_p=2n_{p{\rm O}}-n_{p{\rm H}},$$
so the quantity to be minimized is
$$\varphi_p=\frac{g_p+kT\ln a_p-n_{p{\rm O}}g_w+h_p\mu_{{\rm H}^+}+(h_p+q_p)\mu_e}{n_{pA}},$$
with $a_p=1$ for solids. From the experimental to the aligned scale, $\varphi$ rises by $\lambda_A$ for each ion and by $\delta_t/n_{tA}$ for each solid. Ions, the reference and all solids with its error per atom rise equally. Their order is unchanged, and so are the boundaries between them.

Suppose the stable phases on the two scales are different but both belong to this group. The equal shift would then have reversed their order, which is impossible. Apart from exact ties, the stable phase at a point can change only where a solid outside the group is stable on at least one scale. Relative to the group, such a solid gains stability if $\delta_t/n_{tA}<\lambda_A$ and loses it if $\delta_t/n_{tA}>\lambda_A$.

## (g) A model with numbers

*Apply the results to two fictitious metals M and Q, with MO and QO as references. Take $g_w=-2.50$ eV, $T=298.15$ K, so that $kT\ln10=0.05916$ eV, and ion activities of $10^{-6}$. The material data are round model parameters, in eV:*

| Solid | $g^{\rm c}$ | $g^{\rm x}$ |
|---|---:|---:|
| M | 0.00 | 0.00 |
| MO | −2.80 | −3.00 |
| M$_2$O$_3$ | −7.30 | −7.80 |
| MO$_2$ | −4.30 | −4.50 |
| M(OH)$_2$ | −5.10 | −5.40 |
| QO | −5.90 | −6.00 |
| MQO$_3$ | −10.65 | −11.00 |

*The ions have $g^{\rm x}=-1.10$ (M$^{2+}$), $-0.30$ (M$^{3+}$), $-4.30$ (HMO$_2^-$), $-10.00$ (M$_2$O$_7^{2-}$) and $-4.30$ (Q$^{2+}$).*

**Solution.** The references give $\lambda_{\rm M}=-2.80+3.00=0.20$ eV and $\lambda_{\rm Q}=-5.90+6.00=0.10$ eV per atom. The aligned ion energies are $-0.90$, $-0.10$, $-4.10$, $-9.60$ and $-4.20$ eV in the order above. The dimer has moved by $2\times0.20=0.40$ eV.

**The reference solid.** For MO $+\,2$H$^+\to$ M$^{2+}+$ H$_2$O,
$$\Delta G^{\rm x}=-1.10-2.50+3.00=-0.60\ {\rm eV},\qquad
\Delta G^{\rm c}=-0.90-2.50+2.80=-0.60\ {\rm eV}.$$
For the dimer the reaction is MO $+\tfrac52$H$_2$O $\to\tfrac12$M$_2$O$_7^{2-}+5$H$^++4e^-$, and
$$\Delta G^{\rm x}=-5.00+6.25+3.00=4.25\ {\rm eV},\qquad
\Delta G^{\rm c}=-4.80+6.25+2.80=4.25\ {\rm eV}.$$
Dissolution to M$^{3+}$ and HMO$_2^-$ likewise gives 0.20 and 1.20 eV on both scales. If water were wrong by $0.10$ eV, the errors would be $+0.10$ eV for M$^{2+}$, where one water molecule is produced, and $-0.25$ eV for the dimer, where $\tfrac52$ are consumed.

**The other solids.** With dissolution to M$^{2+}$, and also to Q$^{2+}$ for the mixed oxide, the energies in eV are:

| Solid | $\Delta G^{\rm x}$ | $\Delta G^{\rm c}$ | $\varepsilon_t$ |
|---|---:|---:|---:|
| M | −1.10 | −0.90 | +0.20 |
| M$_2$O$_3$ | −1.90 | −2.00 | −0.10 |
| MO$_2$ | −1.60 | −1.60 | 0.00 |
| M(OH)$_2$ | −0.70 | −0.80 | −0.10 |
| MQO$_3$ | −1.90 | −1.95 | −0.05 |

MO$_2$ is exact because its parameters give it the same error per M atom as MO. For M$_2$O$_3$ the law gives $2\times0.20-0.50=-0.10$ eV, and for the mixed oxide $0.20+0.10-0.35=-0.05$ eV. Without alignment the oxides and the hydroxide have the error $-\delta_t$, which is $-0.50$ eV for M$_2$O$_3$ and $-0.35$ eV for MQO$_3$. The metal, by contrast, is exact without alignment and wrong with it.

If M$_2$O$_3$ were the reference, the errors per M atom would be $+0.25$ eV for M, $+0.05$ eV for MO and MO$_2$, and $-0.05$ eV for M(OH)$_2$. Each is $0.05$ eV above its value with MO as reference, the common displacement found in (d).

**Boundaries with M$^{2+}$.** The activity contributes $kT\ln10^{-6}=-6\times0.05916=-0.355$ eV per ion. For MO, with $\nu_{\rm H}=-2$ and $\nu_e=0$,
$${\rm pH}=\frac{0.60+0.355}{2\times0.05916}=8.07$$
on both scales. Unaligned ions would put it at 9.76, making the oxide appear soluble over a further 1.69 pH units.

For M$_2$O$_3+6$H$^++2e^-\to2$M$^{2+}+3$H$_2$O at $U=0$, the boundary moves from pH 7.35 to 7.63. The formula gives $-0.10/(-6\times0.05916)=+0.28$. Without alignment it would lie at 8.76. At this potential M$_2$O$_3$ forms at a lower pH than MO, so the MO boundary is metastable there. The MO boundary does not depend on $U$, while that of M$_2$O$_3$ moves to higher pH as $U$ falls; at $U=-0.5$ V, for example, MO forms first.

For the metal, M $\to$ M$^{2+}+2e^-$, the boundary potential is
$$U^{\rm x}=\frac{-1.10-0.355}{2}\ {\rm V}=-0.73\ {\rm V},\qquad
U^{\rm c}=\frac{-0.90-0.355}{2}\ {\rm V}=-0.63\ {\rm V}.$$
The shift is $0.20/2=0.10$ V, and the metal appears more resistant to dissolution than it is in the table.

**The whole map.** The phase of lowest $\varphi_p$ among the M solids and M ions was found on an even grid of 141 by 151 points, spanning pH 0.01 to 13.99 and $U$ from $-1.49$ to $1.51$ V. Compared with the map from experimental energies, the stable phase is wrong at 5.2% of the points with aligned ions and at 15.8% with unaligned ions. By (f), the aligned errors must involve M, which gains stability, or M$_2$O$_3$, which loses it. M(OH)$_2$ plays no part: it lies above MO + H$_2$O on both scales, by $5.50-5.40=0.10$ eV and $5.30-5.10=0.20$ eV.

These shares belong to this model and this window. About 58% of the window lies outside the range in which the model's water is stable, which for $U$ in volts is $-0.059\,{\rm pH}<U<1.25-0.059\,{\rm pH}$. All points where M wrongly becomes stable lie below the hydrogen line. Inside the range only the loss of M$_2$O$_3$ remains in the aligned map, and the shares are about 5% with aligned and 26% with unaligned ions. Alignment need not improve every map. If the reference were the one solid with a computed error, alignment would make that solid exact and give every other solid of the element an error of $\lambda_{\rm M}$ per M atom. A useful reference is therefore one whose error per atom is close to that of the solids whose dissolution matters.
